# Finding a Blech product from two edge drift speeds: a program that tests the result

```python
# Result under test: steady edge speeds of 2 and 5 nm/h at 1 and 2 MA/cm2 in a
# 50 um strip give, through v = M (j - jc), a Blech product jc*L near 1670 A/cm.
# v: speed of the upwind edge, j: current density in the aluminium, L: length,
# M: slope of the drift law, jc: threshold, D: effective atomic diffusivity,
# Z: magnitude of effective charge, rho: resistivity, Omega: atomic volume,
# B: elastic modulus of the confined film, sigma_c: yield stress downwind.
# The independent road is the time-dependent stress equation
#   d(sigma)/dt = B du/dx,  u = (D/kT) (Z e rho j + Omega d(sigma)/dx),
# with a free upwind edge and a downwind end blocked until it yields.
import numpy as np
from scipy.constants import e, k, pi

MA = 1e10                 # 1 MA/cm2 in A/m2
NMH = 1e-9 / 3600.0       # 1 nm/h in m/s
UM = 1e-6
ACM = 100.0               # 1 A/cm in A/m

# Given readings
L = 50 * UM
j1, j2 = 1 * MA, 2 * MA
v1, v2 = 2 * NMH, 5 * NMH


def threshold(speed1, speed2):
    """Zero of the straight line through the two readings."""
    return (speed2 * j1 - speed1 * j2) / (speed2 - speed1)


M = (v2 - v1) / (j2 - j1)
jc = threshold(v1, v2)
product = jc * L
line = np.polyfit([1.0, 2.0], [2.0, 5.0], 1)
assert abs(-line[1] / line[0] - jc / MA) < 1e-10
assert abs(product / ACM - 1670) < 5

# Rough typical values for a pure aluminium film at 200 C
T0 = 473.15
rho = 5e-8
Z = 2.0
Omega = (0.405e-9) ** 3 / 4
B = 50e9
Ea = 0.6 * e
D = M * k * T0 / (Z * e * rho)
sigma_c = Z * e * rho * product / Omega
kappa = D * B * Omega / (k * T0)

N = 200                   # intervals along the strip
STEPS = 2000
HOURS = 1000.0
dt_h = HOURS / STEPS


def drift_history(j, length, relative_mobility=None):
    """Edge speed (m/s) after each time step, starting without stress."""
    rel = np.ones(N) if relative_mobility is None else relative_mobility
    h = length / N
    dt = dt_h * 3600
    wind = rel * D * Z * e * rho * j / (k * T0)
    back = rel * D * Omega / (k * T0) / h
    blocked = np.eye(N + 1)
    source = np.zeros(N + 1)
    r = dt * B / h
    for i in range(1, N):
        blocked[i, i - 1] -= r * back[i - 1]
        blocked[i, i] += r * (back[i - 1] + back[i])
        blocked[i, i + 1] -= r * back[i]
        source[i] = r * (wind[i] - wind[i - 1])
    blocked[N, N - 1] -= 2 * r * back[-1]
    blocked[N, N] += 2 * r * back[-1]
    source[N] = -2 * r * wind[-1]
    yielding = blocked.copy()
    yielding[N] = 0.0
    yielding[N, N] = 1.0
    inv_blocked = np.linalg.inv(blocked)
    inv_yielding = np.linalg.inv(yielding)
    stress = np.zeros(N + 1)
    speeds = np.empty(STEPS)
    for n in range(STEPS):
        rhs = stress + source
        rhs[0] = 0.0
        trial = inv_blocked @ rhs
        if trial[N] < -sigma_c:
            rhs[N] = -sigma_c
            trial = inv_yielding @ rhs
        stress = trial
        speeds[n] = wind[0] + back[0] * (stress[1] - stress[0])
    return speeds


# Full stress dynamics against the drift law
hist1 = drift_history(j1, L)
hist2 = drift_history(j2, L)
assert abs(hist1[-1] - v1) < 1e-4 * NMH
assert abs(hist2[-1] - v2) < 1e-4 * NMH
v_half = drift_history(0.5 * MA, L)[-1]
assert abs(v_half - M * (0.5 * MA - jc)) < 1e-3 * NMH
v_quarter = drift_history(0.25 * MA, L)[-1]
assert abs(v_quarter) < 1e-3 * NMH

# The product, not the threshold current, is common to different lengths
short1 = drift_history(j1, L / 2)[-1]
short2 = drift_history(j2, L / 2)[-1]
jc_short = threshold(short1, short2)
assert abs(jc_short * L / 2 / product - 1) < 1e-3
assert jc_short > 1.9 * jc
v_15 = drift_history(j1, 15 * UM)[-1]
v_20 = drift_history(j1, 20 * UM)[-1]
assert abs(v_15) < 1e-3 * NMH
assert abs(v_20 - M * (j1 - product / (20 * UM))) < 1e-3 * NMH

# Readings taken too early
early_times = [1, 10, 30, 60, 100, 300]
early_products = []
for hour in early_times:
    n = int(round(hour / dt_h)) - 1
    early_products.append(threshold(hist1[n], hist2[n]) * L)
first = int(round(1 / dt_h)) - 1
assert abs(hist1[first] / (M * j1) - 1) < 1e-3
assert abs(hist2[first] / (M * j2) - 1) < 1e-3
assert abs(early_products[0]) < 0.01 * product
assert abs(early_products[-1] / product - 1) < 0.01

# Reading errors: derivative formula against random sampling
err = 0.1 * NMH
d1 = -(j2 - j1) * v2 / (v2 - v1) ** 2
d2 = (j2 - j1) * v1 / (v2 - v1) ** 2
product_err = L * err * np.hypot(d1, d2)
rng = np.random.default_rng(1)
s1 = v1 + err * rng.standard_normal(200000)
s2 = v2 + err * rng.standard_normal(200000)
sampled_err = np.std(threshold(s1, s2) * L)
assert abs(sampled_err / product_err - 1) < 0.03  # curvature and sampling
g1, g2 = np.meshgrid(np.linspace(1.5, 2.5, 101), np.linspace(4.5, 5.5, 101))
rounded = threshold(g1 * NMH, g2 * NMH) * L
assert rounded.min() < 0 < rounded.max()

# A law without threshold through the same two points
power = np.log(v2 / v1) / np.log(j2 / j1)
power_half = v1 * 0.5 ** power
assert abs(v1 * (j2 / j1) ** power / v2 - 1) < 1e-12
assert power_half > 1.3 * v_half

# Shortening: the same readings assigned to the lengths left after 100 h
n100 = int(round(100 / dt_h))
retreat1 = hist1[:n100].sum() * dt_h * 3600
retreat2 = hist2[:n100].sum() * dt_h * 3600
system = np.array([[j1 / MA, -UM / (L - retreat1)],
                   [j2 / MA, -UM / (L - retreat2)]])
slope_s, offset_s = np.linalg.solve(system, [v1 / NMH, v2 / NMH])
product_shortened = offset_s / slope_s * MA * UM

# Joule heating: strip on a tungsten underlayer, heat lost through the oxide
h_al, h_w, h_ox = 0.3 * UM, 0.1 * UM, 0.3 * UM
rho_w, k_ox = 1.5e-7, 1.3
lorenz = pi ** 2 / 3 * (k / e) ** 2
loss = k_ox / h_ox
sheet_w = lorenz * T0 / rho_w * h_w
sheet_al = lorenz * T0 / rho * h_al + sheet_w
dx = L / N
bare = int(round(30 * UM / dx))


def heating(j):
    """Temperature rise in the strip cells, at its edge, and far from edges."""
    sheet_current = j * h_al + j * rho / rho_w * h_w
    q_strip = sheet_current * rho * j
    q_bare = sheet_current ** 2 * rho_w / h_w
    cond = np.full(N + 2 * bare, sheet_w)
    heat = np.full(N + 2 * bare, q_bare)
    cond[bare:bare + N] = sheet_al
    heat[bare:bare + N] = q_strip
    face = 2 * cond[1:] * cond[:-1] / (cond[1:] + cond[:-1]) / dx ** 2
    diag = np.full(len(cond), loss)
    diag[1:] += face
    diag[:-1] += face
    matrix = np.diag(diag) - np.diag(face, 1) - np.diag(face, -1)
    rise = np.linalg.solve(matrix, heat)
    edge = (sheet_w * rise[bare - 1] + sheet_al * rise[bare])
    edge /= sheet_w + sheet_al
    return rise[bare:bare + N], edge, q_strip / loss, q_bare / loss


def mobility_ratio(rise):
    """D/T at the heated strip relative to the stage temperature."""
    T = T0 + rise
    return np.exp(Ea / k * (1 / T0 - 1 / T)) * T0 / T


rise1, edge1, far1, bare1 = heating(j1)
rise2, edge2, far2, bare2 = heating(j2)
a, b = np.sqrt(sheet_al), np.sqrt(sheet_w)
edge_formula = (a * far2 + b * bare2) / (a + b)
assert abs(edge2 / edge_formula - 1) < 0.02  # finite cell width
factor1 = 1 / np.mean(1 / mobility_ratio(rise1))
factor2 = 1 / np.mean(1 / mobility_ratio(rise2))
hot2 = drift_history(j2, L, mobility_ratio(rise2))[-1]
assert abs(hot2 / (factor2 * v2) - 1) < 1e-4
product_cooled = threshold(v1 / factor1, v2 / factor2) * L
assert product_cooled < product

print("Given length: %.0f um" % (L / UM))
print("Given current densities: %.0f, %.0f MA/cm2" % (j1 / MA, j2 / MA))
print("Given edge speeds: %.0f, %.0f nm/h" % (v1 / NMH, v2 / NMH))
print("Slope M: %.3f nm/h per MA/cm2" % (M * MA / NMH))
print("Threshold jc: %.4f MA/cm2" % (jc / MA))
print("Blech product: %.1f A/cm" % (product / ACM))
print("Blech product: %.4e A/m" % product)
print("Critical length at 1 MA/cm2: %.2f um" % (product / j1 / UM))
print("Critical length at 2 MA/cm2: %.2f um" % (product / j2 / UM))
print("Rough temperature: %.2f K" % T0)
print("Rough Al resistivity: %.1f uOhm cm" % (rho * 1e8))
print("Rough effective charge magnitude: %.1f (no unit)" % Z)
print("Atomic volume: %.5f nm3" % (Omega * 1e27))
print("Rough elastic modulus: %.0f GPa" % (B / 1e9))
print("Implied diffusivity D: %.3e cm2/s" % (D * 1e4))
print("Implied yield stress: %.1f MPa" % (sigma_c / 1e6))
print("Stress diffusivity: %.3e cm2/s" % (kappa * 1e4))
print("Settling time L^2/(pi^2 kappa): %.1f h"
      % (L ** 2 / (pi ** 2 * kappa) / 3600))
print("Simulated steady speeds at 1, 2 MA/cm2: %.4f, %.4f nm/h"
      % (hist1[-1] / NMH, hist2[-1] / NMH))
print("Simulated speed at 0.5 MA/cm2: %.4f nm/h" % (v_half / NMH))
print("Simulated speed at 0.25 MA/cm2: %.4f nm/h" % abs(v_quarter / NMH))
print("25 um strip, speeds at 1, 2 MA/cm2: %.4f, %.4f nm/h"
      % (short1 / NMH, short2 / NMH))
print("25 um strip, threshold: %.4f MA/cm2" % (jc_short / MA))
print("25 um strip, product: %.1f A/cm" % (jc_short * L / 2 / ACM))
print("15 um strip at 1 MA/cm2, speed: %.4f nm/h" % abs(v_15 / NMH))
print("20 um strip at 1 MA/cm2, speed: %.4f nm/h" % (v_20 / NMH))
print("Speeds after 1 h at 1, 2 MA/cm2: %.3f, %.3f nm/h"
      % (hist1[first] / NMH, hist2[first] / NMH))
for hour, value in zip(early_times, early_products):
    print("Product from speeds read at %d h: %.0f A/cm"
          % (hour, abs(value / ACM) if abs(value) < 1 else value / ACM))
print("Assumed standard reading error: %.1f nm/h" % (err / NMH))
print("Error of product, formula: %.0f A/cm" % (product_err / ACM))
print("Error of product, sampled: %.0f A/cm" % (sampled_err / ACM))
print("Product range for speeds rounded to 1 nm/h: %.0f to %.0f A/cm"
      % (rounded.min() / ACM, rounded.max() / ACM))
print("Power-law exponent without threshold: %.3f (no unit)" % power)
print("Power-law speed at 0.5 MA/cm2: %.3f nm/h" % (power_half / NMH))
print("Edge retreat in 100 h at 1, 2 MA/cm2: %.3f, %.3f um"
      % (retreat1 / UM, retreat2 / UM))
print("Product allowing for shortening: %.0f A/cm"
      % (product_shortened / ACM))
print("Rough Al, W, oxide thicknesses: %.1f, %.1f, %.1f um"
      % (h_al / UM, h_w / UM, h_ox / UM))
print("Rough W resistivity: %.0f uOhm cm" % (rho_w * 1e8))
print("Rough oxide conductivity: %.1f W/(m K)" % k_ox)
print("Rough activation energy: %.1f eV" % (Ea / e))
print("Mean strip heating at 1, 2 MA/cm2: %.2f, %.2f K"
      % (rise1.mean(), rise2.mean()))
print("Edge heating at 2 MA/cm2, solved and formula: %.2f, %.2f K"
      % (edge2, edge_formula))
print("Bare underlayer heating at 2 MA/cm2: %.1f K" % bare2)
print("Speed factors from heating at 1, 2 MA/cm2: %.4f, %.4f (no unit)"
      % (factor1, factor2))
print("Product after heating correction: %.0f A/cm"
      % (product_cooled / ACM))
print("success")
```

Output:

```
Given length: 50 um
Given current densities: 1, 2 MA/cm2
Given edge speeds: 2, 5 nm/h
Slope M: 3.000 nm/h per MA/cm2
Threshold jc: 0.3333 MA/cm2
Blech product: 1666.7 A/cm
Blech product: 1.6667e+05 A/m
Critical length at 1 MA/cm2: 16.67 um
Critical length at 2 MA/cm2: 8.33 um
Rough temperature: 473.15 K
Rough Al resistivity: 5.0 uOhm cm
Rough effective charge magnitude: 2.0 (no unit)
Atomic volume: 0.01661 nm3
Rough elastic modulus: 50 GPa
Implied diffusivity D: 3.398e-13 cm2/s
Implied yield stress: 160.8 MPa
Stress diffusivity: 4.319e-11 cm2/s
Settling time L^2/(pi^2 kappa): 16.3 h
Simulated steady speeds at 1, 2 MA/cm2: 2.0000, 5.0000 nm/h
Simulated speed at 0.5 MA/cm2: 0.5000 nm/h
Simulated speed at 0.25 MA/cm2: 0.0000 nm/h
25 um strip, speeds at 1, 2 MA/cm2: 1.0000, 4.0000 nm/h
25 um strip, threshold: 0.6667 MA/cm2
25 um strip, product: 1666.7 A/cm
15 um strip at 1 MA/cm2, speed: 0.0000 nm/h
20 um strip at 1 MA/cm2, speed: 0.5000 nm/h
Speeds after 1 h at 1, 2 MA/cm2: 3.000, 6.000 nm/h
Product from speeds read at 1 h: 0 A/cm
Product from speeds read at 10 h: 6 A/cm
Product from speeds read at 30 h: 817 A/cm
Product from speeds read at 60 h: 1528 A/cm
Product from speeds read at 100 h: 1654 A/cm
Product from speeds read at 300 h: 1667 A/cm
Assumed standard reading error: 0.1 nm/h
Error of product, formula: 299 A/cm
Error of product, sampled: 301 A/cm
Product range for speeds rounded to 1 nm/h: -1250 to 3125 A/cm
Power-law exponent without threshold: 1.322 (no unit)
Power-law speed at 0.5 MA/cm2: 0.800 nm/h
Edge retreat in 100 h at 1, 2 MA/cm2: 0.231, 0.528 um
Product allowing for shortening: 1666 A/cm
Rough Al, W, oxide thicknesses: 0.3, 0.1, 0.3 um
Rough W resistivity: 15 uOhm cm
Rough oxide conductivity: 1.3 W/(m K)
Rough activation energy: 0.6 eV
Mean strip heating at 1, 2 MA/cm2: 0.52, 2.10 K
Edge heating at 2 MA/cm2, solved and formula: 4.86, 4.87 K
Bare underlayer heating at 2 MA/cm2: 15.4 K
Speed factors from heating at 1, 2 MA/cm2: 1.0153, 1.0621 (no unit)
Product after heating correction: 1402 A/cm
success
```
